# Trailing decay of a delta layer in a sputter depth profile: verification in Python

```python
"""SIMS depth profile of a delta layer: trailing signal S = S0 exp(-x/L).
Result under test: one signal decade takes L ln(10), and the residual at
distance x beyond the signal peak is exp(-x/L), for a sharp-front response.
L: trailing decay length; x: eroded depth beyond the peak; Q: areal dose.
G: leading growth length; s: Gaussian width of a rounded response.
Lengths are in nm unless a name says otherwise.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

L = 2.0
x = 10.0
Q_cm2 = 1.0e13
G = 1.0
s = 1.0
peak_counts = 1.0e5
background_counts = 5.0
NM_PER_CM = 1.0e7

# Derived formulas
decade = L * np.log(10.0)
residual = np.exp(-x / L)
peak_conc = Q_cm2 / L * NM_PER_CM
tail_conc = peak_conc * residual

# Explicit erosion of a concentration array with a fully mixed surface zone
h = 0.002
zone_cells = round(L / h)
cells = round(40.0 / h)
layer_depth = 5.0
layer_cell = round(layer_depth / h)
conc = np.zeros(cells)
conc[layer_cell] = Q_cm2 / h * NM_PER_CM
signal = np.zeros(cells - zone_cells)
for k in range(len(signal)):
    conc[k:k + zone_cells] = conc[k:k + zone_cells].mean()
    signal[k] = conc[k]          # this top cell is now sputtered away
start = int(np.argmax(signal))
tail = signal[start:] / signal[start]
tail_depth = np.arange(len(tail)) * h
sim_decade = np.interp(np.log(10.0), -np.log(tail), tail_depth)
x_cells = round(x / h)
sim_residual = tail[x_cells]
sim_dose_left = signal[start + x_cells:].sum() * h / NM_PER_CM / Q_cm2
sim_shift = layer_depth - start * h
sim_true_ratio = signal[layer_cell + x_cells] / signal[start]
true_ratio = np.exp(-(x + L) / L)

# Tolerances cover the first-order error h/L of the finite cells
assert abs(sim_decade - decade) < 0.005
assert abs(sim_residual / residual - 1) < 0.005
assert abs(sim_dose_left / residual - 1) < 0.005
assert abs(signal[start] / peak_conc - 1) < 0.002
assert abs(sim_shift - L) < 2 * h
assert abs(sim_true_ratio / true_ratio - 1) < 0.006


def response(z):
    """Two-sided exponential convolved numerically with a Gaussian, 1/nm."""
    def gauss(u):
        return np.exp(-0.5 * (u / s) ** 2) / (s * np.sqrt(2 * np.pi))
    edge = 12.0 * s
    kink = min(max(z, -edge), edge)
    opts = dict(epsabs=1e-13, epsrel=1e-10, limit=200)
    falling = quad(lambda u: gauss(u) * np.exp(-(z - u) / L),
                   -edge, kink, **opts)[0]
    rising = quad(lambda u: gauss(u) * np.exp((z - u) / G),
                  kink, edge, **opts)[0]
    return (falling + rising) / (G + L)


def far_tail(z):
    return np.exp(s**2 / (2 * L**2)) / (G + L) * np.exp(-z / L)


fit = minimize_scalar(lambda z: -response(z), bounds=(-2.0, 4.0),
                      method="bounded", options={"xatol": 1e-7})
round_peak = fit.x
round_max = response(round_peak)
z_tail = round_peak + x
round_residual = response(z_tail) / round_max
z10 = brentq(lambda z: response(z) / round_max - 0.1, 1.0, 15.0)
z100 = brentq(lambda z: response(z) / round_max - 0.01, 1.0, 20.0)
first_decade = z10 - round_peak
second_decade = z100 - z10
round_dose_left = quad(response, z_tail, z_tail + 40.0,
                       epsabs=1e-10, epsrel=1e-8)[0]
assert abs(response(z_tail) / far_tail(z_tail) - 1) < 1e-6
assert abs(second_decade - decade) < 1e-4
assert abs(round_dose_left / (L * far_tail(z_tail)) - 1) < 1e-5
assert first_decade > decade and round_residual > residual

# Sensitivity to the decay length, by central difference
eps = 1.0e-4
slope = (-x / (L * (1 + eps)) + x / (L * (1 - eps))) / (2 * eps)
assert abs(slope - x / L) < 1e-5
residual_low = np.exp(-x / (0.9 * L))
residual_high = np.exp(-x / (1.1 * L))

# Background and counting noise
tail_counts = peak_counts * residual
crossing = L * np.log(peak_counts / background_counts)
root = brentq(lambda d: peak_counts * np.exp(-d / L) - background_counts,
              0.0, 60.0)
assert abs(root - crossing) < 1e-6
noise = 1 / np.sqrt(tail_counts)

# Dilution in silicon and thermal diffusion at room temperature
a_cm = constants.value("lattice parameter of silicon") * 100
si_density = 8 / a_cm**3
D0_cm2_s, barrier_eV, T = 1.0, 3.5, 300.0     # rough values, boron in Si
kT_eV = constants.k * T / constants.e
diffusivity = D0_cm2_s * np.exp(-barrier_eV / kT_eV)
ten_years = 10 * constants.year
diffusion_nm = np.sqrt(2 * diffusivity * ten_years) * NM_PER_CM
assert diffusion_nm < 1e-3 * L

print(f"Trailing decay length L: {L:.1f} nm")
print(f"Distance beyond the peak x: {x:.1f} nm")
print(f"ln(10): {np.log(10.0):.4f}")
print(f"Depth per signal decade: {decade:.3f} nm")
print(f"Number of decades in x: {x / decade:.3f}")
print(f"Residual signal / peak: {100 * residual:.3f} %")
print(f"Depth for a 0.1 % residual: {L * np.log(1000.0):.2f} nm")
print(f"Areal dose Q: {Q_cm2:.1e} cm^-2")
print(f"Apparent peak concentration: {peak_conc:.2e} cm^-3")
print(f"False concentration at x: {tail_conc:.2e} cm^-3")
print("-- Cell-by-cell mixing simulation --")
print(f"Cell thickness: {h:.3f} nm")
print(f"Simulated depth per decade: {sim_decade:.3f} nm")
print(f"Simulated residual at x: {100 * sim_residual:.3f} %")
print(f"Simulated dose left at x: {100 * sim_dose_left:.3f} %")
print(f"Peak lies above true layer by: {sim_shift:.2f} nm")
print(f"Signal/peak, x below true layer, formula: {100*true_ratio:.3f} %")
print(f"Same, simulated: {100 * sim_true_ratio:.3f} %")
print("-- Rounded peak --")
print(f"Leading growth length G: {G:.1f} nm")
print(f"Gaussian width s: {s:.1f} nm")
print(f"Peak position relative to kink: {round_peak:.3f} nm")
print(f"Peak height of response: {round_max:.4f} nm^-1")
print(f"First decade from peak: {first_decade:.3f} nm")
print(f"Second decade: {second_decade:.3f} nm")
print(f"Residual / peak at x: {100 * round_residual:.3f} %")
print(f"Ratio to simple residual: {round_residual / residual:.3f}")
print(f"Dose left at x: {100 * round_dose_left:.3f} %")
print(f"Rounded peak concentration: {Q_cm2*round_max*NM_PER_CM:.2e} cm^-3")
print(f"Rounded false concentration at x: "
      f"{Q_cm2 * response(z_tail) * NM_PER_CM:.2e} cm^-3")
print("-- Other neglected effects --")
print(f"d ln(residual) / d ln(L): {slope:.3f}")
print(f"Residual if L is 10 % smaller: {100 * residual_low:.3f} %")
print(f"Residual if L is 10 % larger: {100 * residual_high:.3f} %")
print(f"Peak counts per point: {peak_counts:.0f} counts")
print(f"Background per point: {background_counts:.0f} counts")
print(f"Tail counts at x: {tail_counts:.0f} counts")
print(f"Background / tail at x: {100*background_counts/tail_counts:.2f} %")
print(f"Poisson error of tail counts: {100 * noise:.1f} %")
print(f"Tail meets background at: {crossing:.1f} nm")
print(f"Si atomic density: {si_density:.3e} cm^-3")
print(f"Peak boron / Si atoms: {100 * peak_conc / si_density:.3f} %")
print(f"Rough diffusion prefactor: {D0_cm2_s:.1f} cm^2/s")
print(f"Rough diffusion barrier: {barrier_eV:.1f} eV")
print(f"Temperature: {T:.0f} K")
print(f"Thermal diffusion length in 10 years: {diffusion_nm:.1e} nm")
print("success")
```

Printed output:

```
Trailing decay length L: 2.0 nm
Distance beyond the peak x: 10.0 nm
ln(10): 2.3026
Depth per signal decade: 4.605 nm
Number of decades in x: 2.171
Residual signal / peak: 0.674 %
Depth for a 0.1 % residual: 13.82 nm
Areal dose Q: 1.0e+13 cm^-2
Apparent peak concentration: 5.00e+19 cm^-3
False concentration at x: 3.37e+17 cm^-3
-- Cell-by-cell mixing simulation --
Cell thickness: 0.002 nm
Simulated depth per decade: 4.603 nm
Simulated residual at x: 0.672 %
Simulated dose left at x: 0.672 %
Peak lies above true layer by: 2.00 nm
Signal/peak, x below true layer, formula: 0.248 %
Same, simulated: 0.247 %
-- Rounded peak --
Leading growth length G: 1.0 nm
Gaussian width s: 1.0 nm
Peak position relative to kink: 0.341 nm
Peak height of response: 0.2087 nm^-1
First decade from peak: 5.451 nm
Second decade: 4.605 nm
Residual / peak at x: 1.029 %
Ratio to simple residual: 1.527
Dose left at x: 0.429 %
Rounded peak concentration: 2.09e+19 cm^-3
Rounded false concentration at x: 2.15e+17 cm^-3
-- Other neglected effects --
d ln(residual) / d ln(L): 5.000
Residual if L is 10 % smaller: 0.387 %
Residual if L is 10 % larger: 1.062 %
Peak counts per point: 100000 counts
Background per point: 5 counts
Tail counts at x: 674 counts
Background / tail at x: 0.74 %
Poisson error of tail counts: 3.9 %
Tail meets background at: 19.8 nm
Si atomic density: 4.994e+22 cm^-3
Peak boron / Si atoms: 0.100 %
Rough diffusion prefactor: 1.0 cm^2/s
Rough diffusion barrier: 3.5 eV
Temperature: 300 K
Thermal diffusion length in 10 years: 1.0e-18 nm
success
```
